Frozen-density embedding: derivation and tests of the Wesolowski-Warshel potential, part 1

(Sections cited here and not found follow in the second part.)

1. Definitions and conventions

Hartree atomic units are used (ħ = m = e = 4πε₀ = 1), so energies are in hartree (Ha) and lengths in bohr. Nuclei are fixed. Densities are spin-compensated, orbitals are real, and each occupied orbital holds two electrons unless stated otherwise. All functions vanish at infinity, so surface terms in integration by parts drop.

The nuclei are divided into two sets, A and B, with attractions

v_A(r) = −Σ_{α in A} Z_α/|r − R_α|,   v_B likewise,   v_ext = v_A + v_B.

The electron density is written n = n_A + n_B. The part n_B ≥ 0 with ∫n_B = N_B is given and never changed (frozen). The part n_A ≥ 0 with ∫n_A = N_A is the variable.

The energy of a total density n is

E[n] = T_s[n] + ∫v_ext n + J[n] + E_xc[n] + E_nn.   (1)

Here T_s[n] is the smallest value of 2Σ_i ½∫|∇φ_i|² over orthonormal orbitals with 2Σφ_i² = n. The Hartree energy is J[n] = ½∬n(r)n(r′)/|r − r′|. With F[n] the smallest value of kinetic plus repulsion energy over all wavefunctions of density n, E_xc is defined as F − T_s − J. The minimum of (1) over all N-electron densities, N = N_A + N_B, is then the ground-state energy E₀, reached at the ground-state density n₀, assumed unique.

The functional derivative is defined by δG = ∫(δG/δn)(r) δn(r) dr to first order. If only variations with ∫δn = 0 are allowed, a constant added to δG/δn changes nothing, so the derivative is fixed up to a constant. We write v_H[n](r) = δJ/δn = ∫n(r′)/|r − r′| dr′ (the factor ½ cancels because δn enters J in two equal places) and v_xc[n] = δE_xc/δn.

For any functional G the nonadditive part is

G^nad[n_A, n_B] = G[n_A + n_B] − G[n_A] − G[n_B].   (2)

When n_A changes by δn_A at frozen n_B, the total density changes by the same δn_A and G[n_B] does not change. Therefore

δG^nad/δn_A = δG/δn |at n − δG/δn |at n_A.   (3)

The two terms are the same derivative evaluated at two different densities. The second term is part of the potential and cannot be left out.

2. The simplest case: two non-interacting electrons

Take J = E_xc = 0, an external potential v, N = 2 and N_A = N_B = 1. For two electrons there is one orbital with φ² = n/2, and |∇φ| = |∇√(n/2)| wherever φ ≠ 0, whatever its sign. So

T_s[n] = 2 · ½∫|∇√(n/2)|² = ½∫|∇√n|² = T_W[n],

the von Weizsäcker functional. A spin-compensated one-electron density is one orbital √n_A with total occupation 1 (half an electron of each spin, which extends the definition of T_s to a fractional filling), and its kinetic energy is again ½∫|∇√n_A|². All three kinetic energies in (2) are known exactly.

The derivative follows with s = √n, δs = δn/(2s):

δT_W = ∫∇s·∇δs = −∫(∇²s) δs = −∫(∇²s)/(2s) δn,

δT_W/δn = −∇²√n /(2√n).   (4)

Now split T_W[n] = T_W[n_A] + T_W[n_B] + T^nad, which by (2) is an identity, and vary s_A = √n_A, with δn_A = 2s_A δs_A, under ∫s_A² = 1 with multiplier μ. The terms that depend on s_A give

δ{½∫|∇s_A|² + T^nad + ∫v s_A² − μ∫s_A²} = 2∫δs_A [−½∇² + v_T + v − μ] s_A,

where v_T = δT^nad/δn_A. Since δs_A is arbitrary,

[−½∇² + v + v_T] s_A = μ s_A,   v_T = −∇²√n/(2√n) + ∇²√n_A/(2√n_A),   (5)

by (3) and (4). The electron of subsystem A obeys a one-particle equation with an extra local potential that comes from the kinetic energy alone.

Test by substitution. Where s_A > 0, divide (5) by s_A. The term −∇²s_A/(2s_A) cancels the second part of v_T, leaving −½∇²√n + v√n = μ√n. If s_A > 0 everywhere, √n is a nodeless eigenfunction of v, which is the ground state: n = n₀ and n_A = n₀ − n_B.

Test on a limit. Put a = n_A, b = n_B, use T_W = ⅛∫|∇n|²/n (from ∇√n = ∇n/(2√n)), and bring the three integrands over the denominator ab(a + b). The numerator is

ab|∇a + ∇b|² − b(a + b)|∇a|² − a(a + b)|∇b|² = −b²|∇a|² + 2ab∇a·∇b − a²|∇b|² = −|b∇a − a∇b|².

Hence T^nad = −⅛∫|b∇a − a∇b|²/(ab(a + b)) ≤ 0. If n_B is proportional to n_A, then T^nad = 0, and v_T = 0 too, because (4) is unchanged when n is multiplied by a constant. This is right: both electrons then share one orbital in v. The exact T^nad is therefore not always a positive "Pauli repulsion"; with opposite spins in one orbital there is no exclusion to pay for.

The substitution also shows when (5) has no solution with s_A > 0 everywhere. Such a solution forces n_A = n₀ − n_B, which is a density only if n_B ≤ n₀ everywhere. In general, since n_A ≥ 0, the search covers only total densities with n ≥ n_B, a subset of all densities, so for exact functionals

min over n_A of E[n_A + n_B] ≥ E₀,   (6)

and n₀ lies in the subset only if n_B ≤ n₀ at every point. If it does not, the minimum sits on the boundary. Moving a little density from a point r′ where n_A > 0 to a point r changes E by δE/δn(r) − δE/δn(r′) per electron, and this must not be negative. Between two points with n_A > 0 the move can go both ways, so δE/δn equals a constant μ there. Into a point with n_A = 0 the move goes one way only, so there δE/δn ≥ μ, and the equality on which (5) rests is lost.

Both cases were computed on a one-dimensional lattice (spacing 0.25 bohr, box from −7 to 7 bohr, three-point Laplacian) with the chosen potential v = −2/√((x − 1.5)² + 1) − 2/√((x + 1.5)² + 1). Diagonalisation gives E₀ = −4.597484 Ha. The energy was then minimised numerically over √n with the bound √n ≥ √n_B and no use of v_T. For n_B = n₀/(1 + e^(−x)), which lies below n₀ and holds half the electrons because n₀ is even and the factor plus its mirror image equals 1, the minimum is −4.597484 Ha. For a Gaussian n_B centred at 1.5 bohr with width σ = 0.4 bohr, which exceeds n₀ by up to 0.5869 per bohr, the minimum is −4.485169 Ha, reached from two different starting densities. The excess is −4.485169 + 4.597484 = 0.112315 Ha, and n_A vanishes at two lattice sites, x = 1.5 and 1.75 bohr, where the bound √n ≥ √n_B is active. At four sites near the box edges n_A also falls below 10⁻⁸ electrons, but there it is only the small positive tail of the density.

3. Several orbitals, still without interaction

For N > 2 there is no closed form for T_s, but its derivative has a precise meaning. Suppose n is the ground-state density of non-interacting electrons in a local potential v_s, with a gap above the highest occupied level. Call such a density v_s-representable. Two facts are needed.

First, the occupied orbitals of v_s give T_s[n]. Their determinant Φ minimises ⟨T⟩ + ∫v_s n over all determinants; among those with the same n the second term is fixed, so Φ minimises ⟨T⟩.

Second, v_s is fixed by n up to a constant (the Hohenberg-Kohn argument). If v and v′ had different non-degenerate ground states Φ, Φ′ with one density, the variational principle would give ⟨T⟩_Φ < ⟨T⟩_Φ′ from v and the reverse from v′, since the potential terms are equal. If Φ = Φ′, subtracting the two Schrödinger equations shows that v − v′ is constant. So v_s[n] is a functional of n.

Now change v_s by δv. The eigenvalue sum E_s = 2Σε_i changes, by first-order perturbation theory δε_i = ∫φ_i² δv, by δE_s = ∫n δv. Also E_s = T_s + ∫v_s n, so δE_s = δT_s + ∫n δv + ∫v_s δn. Equating the two,

δT_s = −∫v_s δn,   δT_s/δn = −v_s[n] + constant.   (7)

The argument covers the δn that a change of potential can produce; calling T_s differentiable at n means assuming that (7) holds for all allowed δn.

Test on the previous case. For one orbital, −½∇²√n + v_s√n = ε√n gives v_s = ∇²√n/(2√n) + ε, and (7) then reproduces (4).

With (3), the exact nonadditive kinetic potential is

v_T = δT_s/δn |at n − δT_s/δn |at n_A = v_s[n_A] − v_s[n] + constant.   (8)

It is the difference between the potential that would produce n_A alone and the potential that would produce the total density. It needs both densities to be v_s-representable.

Numerical test, same lattice and wells, with N = 4 and n_B = n₀/(1 + e^(−x)) holding two electrons. The potential was changed by ±ε times an off-centre Gaussian bump, and the kinetic energy and density were taken from diagonalisation. The central difference gives dT_s/dε = −0.2048117 Ha, and −∫v (dn/dε) gives −0.2048117 Ha, as (7) requires. Since N_A = N_B = 2, the subsystem terms are exactly T_W, so the exact T^nad is available along the same path. Its finite difference is 0.0297477 Ha, and ∫v_T (dn/dε) with v_T from (8) is 0.0297477 Ha. Diagonalising −½d²/dx² + v + v_T and filling the lowest orbital twice returns n₀ − n_B, with integrated absolute deviation 7.1 × 10⁻¹⁴ electrons. This last result is only a consistency check: by (8), v + v_T = v_s[n_A], which is built from √n_A so that √n_A is its nodeless eigenfunction. The independent tests are the two finite-difference comparisons.

4. The interacting case

Step 1: split the energy. By (2), T_s[n] = T_s[n_A] + T_s[n_B] + T^nad and E_xc[n] = E_xc[n_A] + E_xc[n_B] + E_xc^nad. In J the product expands as

n(r)n(r′) = n_A(r)n_A(r′) + n_A(r)n_B(r′) + n_B(r)n_A(r′) + n_B(r)n_B(r′).

The two middle terms give equal integrals when r and r′ are exchanged, which cancels the ½:

J[n] = J[n_A] + J[n_B] + ∬n_A(r)n_B(r′)/|r − r′|.

Equation (1) becomes E = T_s[n_A] + R[n_A] + C, with

R[n_A] = ∫v_A n_A + J[n_A] + E_xc[n_A] + ∫v_B n_A + ∬n_A n_B/|r − r′| + E_xc^nad + T^nad,

C = T_s[n_B] + ∫v_ext n_B + J[n_B] + E_xc[n_B] + E_nn.

C does not depend on n_A. No approximation has been made, provided T_s[n_A] is finite.

Step 2: pass to orbitals, taking N_A even. R depends on orbitals only through their density, so by the definition of T_s

min over n_A of {T_s[n_A] + R[n_A]} = min over n_A, min over {φ} giving n_A, of {Σ_i∫|∇φ_i|² + R} = min over {φ} of {Σ_i∫|∇φ_i|² + R[2Σφ_i²]}.

The last minimum runs over N_A/2 orbitals orthonormal among themselves. Nothing requires them to be orthogonal to orbitals of B; none appear. The exclusion principle for the whole system is contained in T_s[n], and so in T^nad. A projection against B orbitals is not part of this minimisation and can exclude its solution: in the example of section 3 the orbitals √(n_A/2) and √(n_B/2) are both positive everywhere, so they are not orthogonal. The condition n_A ≥ 0 holds automatically for a sum of squares.

Step 3: the derivative of R. Assume T_s and E_xc are differentiable at n and at n_A. Term by term, with (3) for the last two,

v_eff = δR/δn_A = v_A + v_H[n_A] + v_xc[n_A] + v_emb,

v_emb(r) = v_B(r) + ∫n_B(r′)/|r − r′| dr′ + (v_xc[n] − v_xc[n_A]) + (δT_s/δn |at n − δT_s/δn |at n_A).   (9)

The cross Coulomb term has no ½ because it is linear in n_A.

Step 4: stationarity. With a symmetric matrix of multipliers λ,

L = Σ_i∫|∇φ_i|² + R − 2Σ_ij λ_ij(∫φ_iφ_j − δ_ij).

The three variations are

δΣ∫|∇φ_i|² = 2Σ∫∇φ_i·∇δφ_i = 4Σ∫δφ_i (−½∇²φ_i),

δR = ∫v_eff δn_A = 4Σ∫δφ_i v_eff φ_i,   since δn_A = 4Σφ_i δφ_i,

δ(constraint) = −2Σ_ij λ_ij∫(δφ_i φ_j + φ_i δφ_j) = −4Σ_i∫δφ_i Σ_j λ_ij φ_j,

the last by the symmetry of λ. The factor 4 is common, and δL = 0 for arbitrary δφ_i gives

[−½∇² + v_eff] φ_i = Σ_j λ_ij φ_j.

An undetermined constant c in v_eff only replaces λ_ij by λ_ij + cδ_ij.

Step 5: canonical form. Write λ = UεUᵀ with U orthogonal and ε diagonal, and set φ′_k = Σ_i U_ik φ_i. Then Σφ′_k² = Σφ_i² because UUᵀ = 1, so n_A and v_eff are unchanged. Multiplying the equation by U_ik, summing over i and using Uᵀλ = εUᵀ gives, with primes dropped,

[−½∇² + v_A + v_H[n_A] + v_xc[n_A] + v_emb] φ_i = ε_i φ_i,   n_A = 2Σφ_i².   (10)

Step 6: which solutions are occupied. Stationarity in n_A itself reads δT_s/δn |at n_A + v_eff = μ. By (7) the first term is −v_s[n_A] + constant, so v_eff = v_s[n_A] + constant. If the optimal n_A is v_s-representable, it is the ground-state density of v_eff, and the N_A/2 lowest orbitals of (10) are the occupied ones.

Equations (9) and (10) are the Wesolowski-Warshel result: ordinary Kohn-Sham equations for A plus an embedding potential made of the electrostatic potential of the nuclei and electrons of B and the nonadditive exchange-correlation and kinetic derivatives. The last two terms depend on n_A, so v_emb belongs inside the self-consistent cycle; only its electrostatic part can be computed once.

Test: empty environment. For n_B = 0 we have n = n_A, both brackets in (9) vanish, v_emb = v_B, and (10) is the Kohn-Sham equation in v_A + v_B.

Test: assignment of nuclei. Moving a nucleus from B to A changes v_emb but not v_A + v_B, so (10) is unchanged.

Test: exact functionals. Since v_H is linear in the density and v_xc[n_A] cancels, inserting (8) gives

v_eff = (v_ext + v_H[n] + v_xc[n] − v_s[n]) + v_s[n_A] + constant.

Self-consistency, v_eff = v_s[n_A] + constant, requires the bracket to be constant, which is the Kohn-Sham condition for the total density. It holds at n = n₀. So with exact functionals the ground-state solution of (10) needs n₀ − n_B to be non-negative and v_s-representable. If n_B > n₀ somewhere, (6) is a strict inequality and the boundary case of section 2 applies. If n₀ − n_B touches zero, v_s-representability can fail. Let n_B be built from all occupied Kohn-Sham orbitals but one, φ, with eigenvalue ε and a node, so that √n_A = √2|φ|. Away from the node ∇²√n_A/(2√n_A) = ∇²φ/(2φ) = v_s[n] − ε is finite and the v_T of (8) is constant; the kink of |φ| adds a singular term on the nodal surface itself. With a constant v_T, φ solves (10), but as an excited state. The lowest orbital of a smooth potential has no node, so no smooth v_T makes this n_A a ground-state density.

This part has derived the embedding potential (9) and the orbital equations (10) from a minimisation at frozen n_B, and has shown when their solution with exact functionals can give the ground-state density. What remains is to replace the nonadditive terms by local approximations, write the equations in a basis set, and test them on water next to a frozen Mg²⁺ ion.
